\section*{Pi Bonding and Cis or Trans Nitrogens in d0 Oxynitride Octahedra, part 2}

Does metal-nitrogen pi bonding favour cis or trans nitrogens in an MO$_4$N$_2$ octahedron? The metal is at the origin, with ligands at distance $d$ along $\pm x$, $\pm y$ and $\pm z$. The nitrogens are at $\pm z$ in trans, and at $+x$ and $+y$ in cis. Algebra is in atomic units, numerical energies in eV.

In the pi model, electrons are independent and orbitals on different atoms orthogonal. The metal $d$ level is at zero and empty ($d^0$). The ligand $p$ levels are full and lie at $-D_L$, $L=\mathrm N,\mathrm O$, with $0<D_{\mathrm N}<D_{\mathrm O}$. Ligand pi orbital $i$ couples to a $t_{2g}$ orbital $d$ by $V_{di}=\pm t_i$, where $t_i$ is $t_{\mathrm N}$ or $t_{\mathrm O}$. Sigma bonding and ligand-ligand hopping are left out so far. Define $a_L=t_L^2/D_L$ and $c_L=t_L/D_L$.

A $t_{2g}$ orbital with $n$ nitrogen neighbours has one empty level $x_n$, the positive root of
\begin{equation}
x=\frac{n\,t_{\mathrm N}^2}{x+D_{\mathrm N}}+\frac{(4-n)\,t_{\mathrm O}^2}{x+D_{\mathrm O}} .
\label{root2}
\end{equation}
For $(d_{xy},d_{yz},d_{zx})$, $n$ is $(2,1,1)$ in cis and $(0,2,2)$ in trans. The trace is fixed, so the filled levels go down by as much as the empty ones go up, and the pi energy is $-2\sum x_n$. Hence $E_{\rm cis}-E_{\rm trans}=2(x_0+x_2-2x_1)$; negative values favour cis.

Up to fourth order $x_n=S_n-S_nR_n$, with $S_n=n\,a_{\mathrm N}+(4-n)\,a_{\mathrm O}$ and $R_n=n\,c_{\mathrm N}^2+(4-n)\,c_{\mathrm O}^2$. The arrangements tie at second order and split at fourth by $W_4=-4(a_{\mathrm N}-a_{\mathrm O})(c_{\mathrm N}^2-c_{\mathrm O}^2)$. For $t_{\mathrm N}\ge t_{\mathrm O}$, cis is lower at every hopping strength.

The example has $D_{\mathrm N}=4.0$, $D_{\mathrm O}=5.5$, $t_{\mathrm N}=1.1$ and $t_{\mathrm O}=1.0$ eV. Its roots are $x_0=0.65037$, $x_1=0.73650$ and $x_2=0.81873$ eV. $W_4$ is $-0.0206$ eV, but the full pi splitting is $-0.0078$ eV.

Q: What happens when the hopping is much larger than the depths?

A: The depths then drop out of (\ref{root2}), and $x_n\simeq\sqrt{n\,t_{\mathrm N}^2+(4-n)\,t_{\mathrm O}^2}$. The square root bends downward in $n$, so cis wins by an energy proportional to the hopping if $t_{\mathrm N}>t_{\mathrm O}$. If the hoppings are equal, $x_n\simeq2t$ for every $n$ and the leading splitting vanishes.

Q: Now your assumptions. Neighbouring oxygens and nitrogens touch. Why should they have no hopping between them?

A: They do have some, and it spoils the rule that the splitting starts at fourth order. Add a hopping $h_{ij}$ between ligand orbitals on neighbouring sites. It has no diagonal elements, so the trace is unchanged. As long as a gap remains, the filled levels still go down by as much as the empty ones go up. In the expansion of the empty levels, $1/D$ becomes the matrix
\begin{equation}
(D-h)^{-1}=D^{-1}+D^{-1}hD^{-1}+\dots ,
\end{equation}
and the new energy, with two hoppings to the metal and one between ligands, is
\begin{equation}
E^{(3)}=-2\sum_d\sum_{i\ne j}\frac{V_{di}\,h_{ij}\,V_{dj}}{D_iD_j}.
\end{equation}

Consider the ligands at $+x$ and $+y$. They share $d_{xy}$, through $p_y$ on the first and $p_x$ on the second. With lobes of equal sign facing each other both couplings are $-t$, so their product is positive. The unit vector between the two ligands is $(-1,1,0)/\sqrt2$. Resolving the $p$ orbitals along and across it gives
\begin{equation}
h=-\tfrac12\,(V_{pp\sigma}-V_{pp\pi}).
\end{equation}
Take $V_{pp\sigma}$ and $V_{pp\pi}$ to be the same for NN, NO and OO neighbours. With the usual signs, $V_{pp\sigma}>0>V_{pp\pi}$ and $h$ is negative. The sum contains the pair in both orders, so the pair contributes $+2(V_{pp\sigma}-V_{pp\pi})\,c_ic_j$. The octahedron's symmetry carries this result to all twelve neighbouring pairs.

In trans there are no NN, eight NO and four OO neighbours; in cis one, six and five. The difference is $c_{\mathrm N}^2-2c_{\mathrm N}c_{\mathrm O}+c_{\mathrm O}^2$, and
\begin{equation}
W_3=2\,(V_{pp\sigma}-V_{pp\pi})\,(c_{\mathrm N}-c_{\mathrm O})^2 ,
\end{equation}
which favours trans if $c_{\mathrm N}\ne c_{\mathrm O}$. If the three kinds of neighbours had different hoppings, the square might not form and the sign could change. With round values $V_{pp\sigma}=0.5$ and $V_{pp\pi}=-0.1$ eV it is $+0.0104$ eV. Diagonalizing the pi model with this hopping included changes the splitting from $-0.0078$ to $-0.0008$ eV. The pi preference is almost gone.

Q: And sigma bonding? It is stronger than pi bonding, and you left it out.

A: It ties at second order and splits at fourth for the same reason. A sigma orbital at site $i$ couples, with hopping $s_i$, to the combination of $d_{z^2}$ and $d_{x^2-y^2}$ that points at it. In that two-dimensional space the combinations are
\begin{equation}
v_z=(1,0),\qquad v_{x,y}=\left(-\tfrac12,\pm\tfrac{\sqrt3}2\right),
\end{equation}
the same for both ends of an axis. The numbers $S$ and $R$ become matrices, $S=\sum_ia_iv_iv_i^{T}$ and $R=\sum_ic_i^2v_iv_i^{T}$, with $s_i$ in place of $t_i$. The eigenvalue condition $x\,b=(S-xR)\,b$ means $x(1+R)b=Sb$. The empty levels then sum to $\mathrm{tr}\,S-\mathrm{tr}\,RS$ up to fourth order. The first trace is $\sum_ia_i$, a tie. The second gives the energy
\begin{equation}
2\,\mathrm{tr}\,RS=2\sum_{ij}a_ic_j^2\,(v_i\cdot v_j)^2 .
\end{equation}
Write $a_i$ and $c_i^2$ as the oxygen value plus an excess on nitrogen. Terms linear in the excess do not depend on the arrangement, since $\sum_iv_iv_i^{T}$ over the six sites is three times the unit matrix. The term with both excesses contains $\sum(v_i\cdot v_j)^2$ over the nitrogens. This is 4 for trans and $1+1+2\times\frac14=2.5$ for cis. The splitting is
\begin{equation}
W_4^{\sigma}=-3\,(a_{\mathrm N}-a_{\mathrm O})\,(c_{\mathrm N}^2-c_{\mathrm O}^2)
\end{equation}
with sigma hoppings inside $a$ and $c$.

For sigma hoppings twice the pi ones, 2.2 and 2.0 eV, the formula gives $-0.247$ eV, but diagonalization gives $-0.029$ eV. Fourth order is useless as an estimate here. The sign agrees, and sigma bonding to the $d$ shell favours cis almost four times as strongly as pi bonding.

With pi, sigma and ligand-ligand hopping together the result is $-0.039$ eV. Pi and sigma without ligand-ligand hopping add up to $-0.037$ eV, because they use different orbitals. So ligand-ligand hopping, which nearly cancels the pi preference alone, slightly strengthens the combined one in the isolated octahedron. The reason is the third-order term for sigma orbitals: neighbouring ligands have the same $h$, but the factor $v_i\cdot v_j=-\frac12$ replaces $+1$, which gives $-(V_{pp\sigma}-V_{pp\pi})(c_{\mathrm N}-c_{\mathrm O})^2=-0.021$ eV with sigma hoppings in $c$, in favour of cis. At full strength the sigma splitting moves from $-0.029$ to $-0.038$ eV, a little more than the pi splitting moves the other way. The net effect is a small difference of two terms, and its sign need not carry over to a crystal. Metal $s$ and $p$ orbitals are still missing.

Q: What if the $d$ shell is not quite empty?

A: Then the preference can change. Add one electron to the octahedron. With the sigma hoppings above, the two levels of $d_{z^2}$ and $d_{x^2-y^2}$ lie no lower than they would with six oxygens, because nitrogen couples more strongly and from a shallower level. With six oxygens, $x(x+5.5)=3\times2.0^2=12$ in eV units, so $x=1.67$ eV. That is above all the $t_{2g}$ levels, and the electron goes into the lowest of these. In trans it is $x_0$, in cis $x_1$. Without ligand-ligand hopping, the pi splitting becomes
\begin{equation}
-0.008+(0.737-0.650)=+0.078\ \text{eV}
\end{equation}
with unrounded roots, and trans is lower in pi energy. The added term already exists at second order, where it is $a_{\mathrm N}-a_{\mathrm O}$. One electron is thus enough to break the tie. Not every filling does so: with one electron in each of the three $t_{2g}$ orbitals the added energy is $\sum x_n$, which again ties at second order.

Q: In a crystal built from corner-sharing octahedra each ligand also belongs to a second metal.

A: At fourth order that does not matter if two neighbouring metals share one ligand, as in corner-sharing octahedra. The trace of $RS$ now runs over the orbitals of all metals. Its new terms go from one metal to the next and back, and both steps must use the single shared ligand. They depend on what that ligand is, not on where the other nitrogens sit.

At full strength there is a change. For two octahedra with a common nitrogen and one further nitrogen each, both cis or both trans, the pi splitting per octahedron is $-0.0056$ or $-0.0057$ eV, depending on how the two cis pairs are oriented. The isolated octahedron had $-0.0078$ eV. In a cubic crystal, where all six ligands are shared, the same model keeps the fourth-order value. At full strength it gives about $-0.005$ eV per octahedron for cis zigzag chains or cis rings against trans chains; pi and sigma together give $-0.017$ eV for zigzag chains, about half the isolated value.

Q: Nitrogen is also more negative than oxygen. Two extra charges should want to be far apart.

A: They do. Let each nitrogen carry an extra charge $-Q$ relative to oxygen, and let $\kappa$ be an effective relative permittivity. The interaction of each extra charge with the metal and with a background of six equal ligands is the same at every site. The mutual repulsion remains. In atomic units,
\begin{equation}
E_{\rm cis}-E_{\rm trans}=\frac{Q^2}{\kappa}\left(\frac1{\sqrt2\,d}-\frac1{2d}\right).
\end{equation}
For $d=2.0$ angstrom and one electron charge this is $1.49/\kappa$ eV. It cancels the pi splitting when $Q/\sqrt\kappa=\sqrt{0.0078/1.49}=0.07$ electron charges. A small difference in charge is enough.

Q: Can the atoms respond? You have frozen them.

A: In trans the metal sits at a centre of inversion and feels no net force. In cis nothing forbids one. Let the hopping vary as $r^{-7/2}$ with bond length, and keep the ligands fixed. The pi energy then pulls the metal towards the two nitrogens, along the bisector of their bonds, with a force $f=1.63$ eV/angstrom. Let $K$ be the net stiffness against this displacement, with the curvature of the pi energy already included. That curvature is negative and large, about $-16$ eV/angstrom$^2$ here, so the other forces must more than make up for it. For a round net value $K=20$ eV/angstrom$^2$ the shift is $f/K=0.08$ angstrom, and the energy gained is
\begin{equation}
\frac{f^2}{2K}=\frac{1.63^2}{40}=0.066\ \text{eV},
\end{equation}
eight times the pi splitting at fixed positions. This is a size, not a prediction. The sigma force, which in this model points the same way, and the repulsion of the ion cores, which may oppose the pull, are left out. Nor does zero force guarantee that the metal stays at the centre in trans: there the pi curvature along the nitrogen axis is about $-21$ eV/angstrom$^2$, and if the other forces are too soft the metal moves off centre as well.

Q: At growth temperature, would any of this be visible?

A: Hardly, from the pi term alone. Of the fifteen ways to place two nitrogens on six sites, three are trans and twelve are cis. Independent octahedra in equilibrium have a cis fraction
\begin{equation}
f_{\rm cis}=\frac{12}{12+3\exp[(E_{\rm cis}-E_{\rm trans})/k_{\rm B}T]} .
\end{equation}
Without any energy difference it is 0.80. With the full pi splitting of $-0.0078$ eV it is 0.84 at 300 K and 0.81 at 1200 K, where $k_{\rm B}T$ is 0.103 eV. At these two temperatures, with the pi splitting as the only energy difference, most octahedra are cis by counting, not by bonding. At 30 K the fraction would be 0.99, and bonding would matter more than counting, if equilibrium could still be reached. A larger energy difference, such as a strong enough charge repulsion, could change that.

Q: Then what may I say about a real oxynitride?

A: The parameters are round numbers in the rough regime of $d^0$ early-transition-metal oxynitrides: bonds of about 2 angstrom, pi hoppings of about 1 eV and ligand levels several eV below the $d$ shell. None was fitted to a compound. Real solids break the assumption of isolated, rigid octahedra without ligand-ligand hopping. In this example that hopping takes the pi splitting from $-0.008$ to $-0.001$ eV, sharing one nitrogen corner takes it to about $-0.006$ eV, and the pi force on the metal in cis would add about $-0.07$ eV for the net stiffness assumed above, if the metal in trans stays centred. Charge repulsion acts the other way with $1.49\,Q^2/\kappa$ eV, $Q$ in electron charges.

So for an empty $d$ shell and $t_{\mathrm N}\ge t_{\mathrm O}$, pi bonding in the model without ligand-ligand hopping does favour cis. For these parameters, though, its direct contribution is too small to decide the arrangement by itself at growth temperature. That size is sensitive to the parameters: with the same hoppings and depths of 3 and 5 eV the pi splitting is $-0.021$ eV, and with $t_{\mathrm N}=1.5$, $t_{\mathrm O}=1.2$, $D_{\mathrm N}=2$ and $D_{\mathrm O}=4$ eV it is $-0.11$ eV, comparable to $k_{\rm B}T$ at 1200 K. The example therefore does not show that the pi term is small in a real compound. An observed cis preference would not prove that pi bonding caused it. The numerical output below lists the inputs and the main results.

\section*{Table of computed values}
\begin{verbatim}
INPUTS (round values)
bond length: 2.00 angstrom
level depths D_N, D_O: 4.00, 5.50 eV
pi hoppings t_N, t_O: 1.10, 1.00 eV
sigma hoppings N, O: 2.20, 2.00 eV
p-p hoppings sigma, pi: 0.50, -0.10 eV
metal stiffness: 20.0 eV/angstrom^2
PI BONDING
N per t2g orbital (xy,yz,zx), cis: 2 1 1
N per t2g orbital (xy,yz,zx), trans: 0 2 2
a_N, a_O: 0.3025, 0.1818 eV
c_N^2, c_O^2: 0.07563, 0.03306 (no unit)
roots x_0, x_1, x_2: 0.65037, 0.73650, 0.81873 eV
second-order energy, cis and trans: -5.3291 eV
fourth-order term, cis: 1.0140 eV
fourth-order term, trans: 1.0345 eV
full pi energy, cis: -4.58346 eV
full pi energy, trans: -4.57564 eV
cis-trans, fourth-order formula: -0.02055 eV
cis-trans, fourth order from cluster: -0.02055 eV
cis-trans, full pi model: -0.00782 eV
same in kJ/mol: -0.754 kJ/mol
splitting ratio when t is halved: 15.90 (no unit)
trans window for t_N: 0.727 to 0.853 eV
fourth order at t_N = 0.790 eV: 0.000614 eV
random cases with t_N >= t_O, all cis: 400
NEGLECTED EFFECTS (cis-trans unless said)
p-p hopping, third-order formula: 0.01042 eV
pi with p-p hopping, full: -0.00084 eV
sigma alone, fourth-order formula: -0.2466 eV
sigma alone, full: -0.0291 eV
pi, sigma and p-p together, full: -0.0386 eV
shared corner, cis N same side: -0.00559 eV
shared corner, cis N crossed: -0.00567 eV
repulsion, one extra charge e, unscreened: 1.491 eV
charge/sqrt(permittivity) cancelling pi: 0.072 e
pi force on metal, cis: 1.629 eV/angstrom
off-centre shift, cis: 0.081 angstrom
off-centre energy, cis: -0.066 eV
placements cis, trans: 12, 3
cis fraction with no energy difference: 0.800
thermal energy at 300 K: 0.0259 eV
cis fraction at 300 K, pi only: 0.844
thermal energy at 1200 K: 0.1034 eV
cis fraction at 1200 K, pi only: 0.812
\end{verbatim}
